# Recessed hole walls and the exposure needed in atomic layer deposition

**Q:** I have to coat a blind hole by atomic layer deposition. Diffusion down the hole limits the dose, and the required exposure then goes as the square of the aspect ratio. The aspect ratio is just a measure of wall area per opening area. The new design has side recesses that multiply the wall area by five, with the same opening, so I am planning for twenty-five times the exposure.

**A:** Let us see where the square comes from before applying it to the recesses. Take a cylinder of diameter $d$, depth $L$ and opening area $A=\pi d^2/4$. Each surface site takes one molecule and then takes no more. Saturated walls re-emit molecules diffusely, and molecules collide with the walls, not with each other. The gas density outside is held at $n_0$ in every comparison we make.

We need the resistance of the channel, meaning the density drop per unit molecular flow. Let $v$ be the mean molecular speed. A wall at local density $n$ emits $nv/4$ molecules per area and time, which corresponds to $(nv/4\pi)\cos\theta$ per solid angle. Now consider a cross-section at depth $x$, with $\theta$ measured from the inward axis. Molecules crossing at angle $\theta$ left the wall a flight length $\ell$ earlier, at depth $x-\ell\cos\theta$. The net inward flow is therefore

$$Q=\int dA\int d\Omega\,\frac{v}{4\pi}\cos\theta\;n(x-\ell\cos\theta).$$

For a density varying linearly with depth, $n(x-\ell\cos\theta)=n(x)-n'(x)\,\ell\cos\theta$. The first term cancels between opposite directions, leaving

$$Q=-n'\frac{v}{4\pi}\int dA\int d\Omega\;\ell\cos^2\theta .$$

Let $c$ be the flight length projected onto the cross-section, so that $\ell=c/\sin\theta$. This cancels the $\sin\theta$ in $d\Omega=\sin\theta\,d\theta\,d\phi$, and $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. For a fixed $\phi$, divide the disc of radius $r=d/2$ into parallel chords of length $2\sqrt{r^2-y^2}$. Along a chord, $\int c\,dc$ is half the chord length squared, hence

$$\int c\,dA=\int_{-r}^{r}2(r^2-y^2)\,dy=\frac{8r^3}{3}.$$

The integral over $\phi$ multiplies this by $2\pi$. Altogether

$$Q=-n'\frac{v}{4\pi}\,\frac{\pi}{2}\,\frac{16\pi r^3}{3}=-n'\,A\,\frac{vd}{3}.$$

So the diffusivity is $D=vd/3$, and a length $x$ of channel has resistance $x/(AD)=3x/(Avd)$.

**Q:** And the opening itself?

**A:** The net flow through it is $(Av/4)$ times the density difference across it, so its resistance is $4/(vA)$. I use that as the unit of resistance. Adding opening and channel in series gives

$$R(x)=1+\frac{3x}{4d}.$$

This sum is an approximation, because the density is not linear near the ends. For an open tube with $L/d=50$, it gives a transmission 2.5% above that of a calculation that follows the diffuse exchange between 500 rings of wall, and nearly 3% above the limit of ever finer rings.

**Q:** Fine. A deeper hole has more resistance and more wall. But surely more wall also means that more gas has to be dragged through the resistance. Why would that not give another square?

**A:** We can count it without assuming any shape for the coverage profile. Let the sites at depth $x_i$ take up $j_i$ molecules per second. The gas stored in the hole is negligible, so the flow through any section equals the uptake beyond it. The uptake $j_i$ thus passes through all the resistance from outside to $x_i$, and through none beyond. Adding the density drops down to the bottom gives, in ordinary units,

$$n_0-n_L(t)=\sum_i j_i(t)\,R_i^{\rm ord},\qquad R_i^{\rm ord}=\frac{4}{vA}R(x_i).$$

The resistances do not change during one pulse in this model, so they stay outside the time integral:

$$n_0t-\int_0^t n_L\,dt'=\sum_i M_i\,R_i^{\rm ord},$$

where $M_i$ is the number of molecules taken up at $x_i$. Let $s$ be the number of sites per area. Write $M_i=sA\,N_i\theta_i$, where $N_i$ is the number of sites in units of $sA$ and $\theta_i$ their coverage. Multiplying by $v/(4s)$ cancels the dimensional factors on the right:

$$E-H_L=\sum_iN_i\theta_iR(x_i),\qquad E=\frac{n_0vt}{4s}.$$

Here $E$ is the exposure outside, expressed as impinging molecules per site, and $H_L$ is the same quantity received at the bottom. At the end of the process nearly all $\theta_i$ are one, so

$$E\simeq\sum_iN_iR(x_i)+H_L .$$

Each site costs the resistance in front of it, once. Extra area enters through $N_i$. It enters a second time only if it also changes $R$.

**Q:** Then show me how the usual square comes out of this sum.

**A:** Suppose recesses multiply the side-wall area by $g$, evenly along the depth. A slice $dx$ holds $gs\pi d\,dx$ sites. Divided by $sA=s\pi d^2/4$, that is $dN=4g\,dx/d$. The floor adds one unit at $x=L$. With $a=L/d$, and leaving out the small $H_L$ for the moment,

$$E=\int_0^L\frac{4g}{d}\left(1+\frac{3x}{4d}\right)dx+R(L)$$

$$E=g\left(4a+\frac{3a^2}{2}\right)+1+\frac{3a}{4}.$$

The integral of the second term in the bracket is $(3g/d^2)(L^2/2)=3ga^2/2$. This is the square. One factor $a$ counts the wall sites, the other their average channel resistance. Making the hole deeper at fixed diameter raises both. Adding recesses at fixed channel resistance raises the first.

You can also read it as a moving front. If saturation has reached depth $x$, the next slice costs $dE=(4g/d)R(x)\,dx$. Recesses make the front $g$ times slower at every depth, so it takes $g$ times as long to cross the side wall.

**Q:** Give me numbers for my hole: 100 nm wide and 5000 nm deep, with one ring-shaped recess every 100 nm. Each recess is 20 nm high and reaches out to a radius of 143.6 nm.

**A:** First, the area. One plain period has an area of $2\pi$ times $50\times100=5000$ nm². With the recess, the remaining channel wall gives $50\times80=4000$, the two flat faces give $143.6^2-50^2\approx18120$, and the outer wall gives $143.6\times20\approx2870$, all times $2\pi$. The sum is about 25000, so $g=5$.

With $a=50$, the wall bracket is $4\times50+1.5\times50^2=3950$, and the floor term is $1+0.75\times50=38.5$. Hence

$$E_{\rm plain}=3950+38.5=3988.5,$$

$$E_{\rm recessed}=5\times3950+38.5=19788.5 .$$

The ratio is 4.96. It falls slightly below five because the recesses do not multiply the floor.

For comparison, keep the diameter and make a plain hole five times deeper, so $a=250$. The formula gives $94938.5$, which is 23.8 times the plain value. Your factor of twenty-five belongs to that change of design, in the limit of large $a$.

**Q:** What is that in pressure and time?

**A:** The outside flux is $n_0v/4$. With $n_0=P/kT$ and $v=\sqrt{8kT/\pi m}$, it becomes $P/\sqrt{2\pi mkT}$. Since $E$ is this flux times $t/s$,

$$Pt=E\,s\sqrt{2\pi mkT}.$$

Take round values for a generic precursor: mass 100 u, 500 K, and 4 molecules per nm² at saturation. The factor multiplying $E$ is then $2.546\times10^{-6}$ Torr s. The plain hole needs $3988.5\times2.546\times10^{-6}=0.0102$ Torr s, and the recessed hole needs 0.0504 Torr s. At 0.1 Torr, these are pulses of 0.10 s and 0.50 s. Your estimate would have been 2.5 s.

**Q:** You treated the sites inside a recess as if they sat on the channel wall. A molecule has to find its way into a 20 nm gap. Why does that resistance not appear?

**A:** It appears, but each recess's internal resistance carries the uptake of that recess alone. The recesses are side branches, so their internal resistances do not add up along the hole. For the farthest point in the deepest recess, the counting above gives one extra term,

$$h=\sum_{k\,\in\,\text{one recess}}N_kr_k,$$

where $r_k$ is the resistance from the channel to the sites $k$.

To size it, treat the mouth as an opening of area $2\pi rb$, where $b=20$ nm is the gap height. Its resistance relative to the hole opening is $\pi r^2/(2\pi rb)=r/(2b)=1.25$. For radial flow in the gap I use the tube diffusivity with the hydraulic diameter $2b$, so $D_b=2bv/3$. This is a rough estimate for a short slot. The resistance out to radius $\rho$, in our unit, is

$$\frac{vA}{4}\int_r^\rho\frac{d\rho'}{2\pi\rho'b\,D_b}=\frac{3r^2}{16b^2}\ln\frac{\rho}{r},$$

or about 1.24 at the outer wall. One recess holds $20-3.2=16.8$ units of sites: five times the plain wall of a period, less the channel wall that remains. If all of them sat at the far end, $h$ would be $16.8\times2.49\approx42$. Distributing them over four radial shells gives 35, or 0.2% of the total exposure. The rough slot diffusivity makes this about 20% too high: diffuse flights in the actual gap give about 29. I call a recess quickly filled when this extra term is a small part of the total exposure, as it is here.

**Q:** And if my recesses were much harder to enter?

**A:** Then the rule fails. Multiply the internal resistance by 100 and leave everything else fixed. The extra term grows to about 3550, no longer small beside 19788. A time-dependent calculation of this case gives a recessed-to-plain ratio of 5.80.

That calculation divides the channel into 50 nodes with four shells per recess. Sites fill according to $d\theta/dH=\beta(1-\theta)$, where $H$ is the local dose and $\beta=0.1$ the initial sticking probability. It stops when every site group has reached 99% coverage. It uses the same channel resistances as the formula, so it tests the counting and the neglect of local filling, not the Knudsen law. With the original recesses it gives 4030 for the plain hole and 19864 for the recessed one, a ratio of 4.93. The finite time step shifts each exposure by one or two units; in the limit of small steps they are 4031 and 19862.

**Q:** Those are a little above your formula.

**A:** The last sites need their own dose, which I left out. Integrating $d\theta/dH=\beta(1-\theta)$ from zero coverage gives $1-\theta=e^{-\beta H}$. For 99% coverage, $H=\ln(100)/\beta=46$. This is added once, whatever the value of $g$. In the recessed hole the 35 for the recess comes on top. That makes 46 for the plain hole and about 82 for the recessed one. The actual differences, about 42 and 74 once the time-step error is removed, are slightly smaller, mainly because the sites still empty at the stopping point have not yet cost their share.

The finishing dose also marks another limit. If $\beta$ were 0.01, it would be about 460. Adding that to both formula values gives $20249/4449\approx4.6$. As sticking becomes weaker, the process is less limited by diffusion, and the ratio moves further below five.

**Q:** So if diffusion does control it, I can multiply by the total area, wherever the recesses are?

**A:** No. The sum weights each site by $R(x)$, so five times the total area gives nearly five times the exposure if the added area is spread evenly. The plain wall has $4a=200$ units, so the additional area has 800. Put all of it in the last 100 nm segment of channel, centred at 4950 nm, where $R=1+0.75\times49.5=38.1$. It costs about 30500, and the formula ratio becomes

$$\frac{3988.5+30500}{3988.5}\approx8.6 .$$

The time-dependent calculation gives 8.5. It is lower partly because the finishing dose adds 46 to both exposures, and partly because the calculation stops with up to 1% of that large added term still unspent. In the first segment, $R=1.375$, the added cost is 1100, and both methods give 1.3. Take this as an upper estimate: both use the series resistance, which is too high so close to the opening, where the walls also receive molecules directly from outside. For a very deep hole the bottom case tends to nine: the average channel resistance along the hole is half that at the bottom, so the four added shares count double, and $1+4\times2=9$.

**Q:** There is still the condition that the channel resistance is unchanged. A recess mouth is not a flat wall. Could molecules come back out preferentially towards the entrance?

**A:** They could, so this must be checked for the geometry. Let the recesses change the channel resistance per length by a factor $\rho_R$. Replacing $3x/(4d)$ by $3\rho_Rx/(4d)$ in the integral gives

$$E=g\left(4a+\frac{3\rho_Ra^2}{2}\right)+1+\frac{3\rho_Ra}{4}.$$

At large $a$ the exposure therefore changes by $g\rho_R$. A factor of twenty-five would need recesses that also make the channel five times more resistive.

I followed 30000 molecules through an open tube with $L/d=10$ and ten of these recesses, all surfaces saturated and re-emitting diffusely. The fraction transmitted was 0.107, against 0.1093 for a plain tube from the ring-exchange calculation. Subtracting the unit resistance of the opening from each inverse transmission gives

$$\rho_R\approx\frac{1/0.107-1}{1/0.1093-1}\approx1.02,$$

with a standard error of 0.02. This sample is too small to resolve a change of a few percent. Carried over to the full hole, the value 1.02 gives a ratio of 5.1 instead of 4.96; an increase of 6%, two standard errors higher, would give 5.2. The short tube also includes end effects. So this sample alone neither establishes nor excludes a small increase. In a long channel with these recesses the increase is real but small: $\rho_R$ is about 1.04, which makes the ratio about 5.2 and the exposure about 0.052 Torr s. That is far from the factor of five that your estimate would need.

**Q:** How close is this to an actual memory hole?

**A:** The width and depth are in the rough range of vertical flash-memory holes. The 100 nm recess spacing is coarse for such a layer stack, and a radial recess of 94 nm is large for layers etched back from the hole; I chose them to reach $g=5$. The gas assumptions are safe for these inputs: with a collision diameter of 0.6 nm the mean free path is about 320 µm, and the gas stored in the hole is about six millionths of the number of surface sites.

The fixed geometry is what a real coating breaks over many cycles. At 0.1 nm per cycle, the channel conductance, proportional to $AD\propto d^3$, falls by 0.6% in the first cycle. After 50 cycles the diameter is 90 nm, and the leading exposure of a plain hole has risen by $(100/90)^2\approx1.23$. The recess gap loses 0.2 nm per cycle and would close after about 100 cycles; as it becomes narrow, the quick-filling condition has to be checked again. A reactor that cannot hold the outside pressure while five times as many molecules are consumed also needs a separate supply calculation.

**Q:** Then for the first cycles I should plan on about 0.05 Torr s, not 0.25.

**A:** Yes, as the model's estimate before any process margin, with these evenly spaced recesses, this sticking probability and the outside pressure maintained. If the design changes, recompute the sites and the resistance in front of them separately. The numerical output below lists the values for this case.

## Values computed for the example and the checks

```
Hole diameter: 100 nm
Hole depth: 5000 nm
Aspect ratio: 50
Recess spacing: 100 nm
Recess height: 20 nm
Recess outer radius: 143.6 nm
Recess radial depth: 93.62 nm
Side-wall area factor: 5
Molecular mass: 100 u
Temperature: 500 K
Precursor pressure: 0.1 Torr
Saturation density: 4 molecules/nm2
Initial sticking probability: 0.1
Coverage required everywhere: 99 %
Unit of exposure, flat surface: 2.546e-06 Torr s
Reduced exposure, plain, formula: 3988.5
Reduced exposure, plain, simulated: 4030
Reduced exposure, recessed, formula: 19788.5
Reduced exposure, recessed, simulated: 19864
Recessed/plain ratio, formula: 4.961
Recessed/plain ratio, simulated: 4.929
Reduced exposure, 5x deeper, formula: 94938.5
Reduced exposure, 5x deeper, simulated: 94968
Deeper/plain ratio, formula: 23.8
Deeper/plain ratio, simulated: 23.57
Exposure, plain, formula: 0.01016 Torr s
Exposure, recessed, formula: 0.05039 Torr s
Mistaken 25-fold exposure: 0.2539 Torr s
Pulse time, plain: 0.1016 s
Pulse time, recessed: 0.5039 s
Pulse time, mistaken 25-fold: 2.539 s
Ratio, added area at mouth, simulated: 1.273
Ratio, added area at bottom, simulated: 8.496
Reduced dose to fill one recess: 35.48
Reduced dose for final coverage: 46.05
Slow-recess resistance multiplier: 100
Slow-recess/plain ratio, simulated: 5.797
Series-law transmission error, full depth: 2.5 %
Ray-traced tube aspect ratio: 10
Transmission, plain, view factors: 0.1093
Transmission, plain, ray tracing: 0.1102
Transmission, recessed, ray tracing: 0.107
Channel resistance factor: 1.02
Its statistical standard error: 0.019
Ratio corrected for resistance: 5.08
Corrected recessed exposure: 0.0516 Torr s
Assumed collision diameter: 0.6 nm
Gas mean free path: 324 um
Stored gas/surface sites: 5.91e-06
Assumed film growth per cycle: 0.1 nm
Channel conductance loss per cycle: 0.599 %
Recess gap loss per cycle: 1 %
```
